# Why infrared band areas of coadsorbed species can misstate their populations

**Q:** Suppose a metal surface carries a full, well-mixed layer of upright $^{14}\mathrm{N}_2$ and $^{15}\mathrm{N}_2$, and the spectrum shows two resolved N–N stretching bands of equal area. The two kinds of molecule have the same electrons and the same bond. I conclude that each makes up half of the layer. Area counts molecules.

**A:** That requires each molecule to absorb independently of the others, and all of them equally strongly. Let us first see what independent absorption would give here.

I use Gaussian units for dipoles and fields, so polarizabilities are volumes, and time dependence $e^{-i\omega t}$. Let $q$ be the stretch coordinate, $e$ its effective charge, $k$ its force constant and $\mu_s$ the reduced mass of species $s$. In a field $F$ along the surface normal,

$$p=eq+\alpha_eF,\qquad -\mu_s\omega^2q=-kq+eF .$$

Here $\alpha_e$ is the electronic polarizability. Solving for $q$, with $\omega_s^2=k/\mu_s$ and $\alpha_v=e^2/k$, and adding a damping rate $\gamma$, gives

$$\alpha_s(\omega)=\alpha_e+\frac{\alpha_v\omega_s^2}{\omega_s^2-\omega^2-i\gamma\omega}.$$

The isotopes share $e$ and $k$, hence also $\alpha_v$.

**Q:** And the measured area?

**A:** At a highly reflecting metal the normal field is $E=2E_i\sin\theta$, for incident amplitude $E_i$ and angle $\theta$ from the normal. With $n$ molecules per area and $P=\bar p/E$ the mean response per molecule, the absorbed power per area is $\tfrac12\omega n|E|^2\,\mathrm{Im}P$. The incident power per area is $(c/8\pi)E_i^2\cos\theta$. Their quotient is the fractional reflectance loss,

$$\frac{16\pi n\omega}{c}\,\frac{\sin^2\theta}{\cos\theta}\,\mathrm{Im}P .$$

So for a weak band the area is proportional to $\int\omega\,\mathrm{Im}P\,d\omega$. For one resonance at $\Omega$ we need

$$\int_0^\infty\!\frac{\gamma\omega^2\,d\omega}{(\Omega^2-\omega^2)^2+\gamma^2\omega^2}
=\int_0^\infty\!\frac{\gamma\,d\omega}{y^2+\gamma^2},\qquad y=\omega-\frac{\Omega^2}{\omega}.$$

The substitution $\omega\to\Omega^2/\omega$ turns $y$ into $-y$ and $d\omega$ into $(\Omega^2/\omega^2)d\omega$. Averaging the two forms produces $\tfrac12(1+\Omega^2/\omega^2)d\omega=\tfrac12dy$, with $y$ running from $-\infty$ to $\infty$. The integral is therefore $\pi/2$, whatever the damping, and an independent molecule contributes $(\pi/2)\alpha_v\omega_s^2$.

**Q:** That already depends on the species.

**A:** Yes: the same force accelerates the lighter molecule more. With isolated-molecule frequencies of 2200.0 and 2125.6 cm⁻¹, an uncoupled 1:1 mixture has the area ratio $(2200.0/2125.6)^2=1.071$. I quote all ratios as high band over low band.

**Q:** A seven per cent correction I can live with. What else is there?

**A:** Each molecule also feels its neighbours' dipoles. A normal dipole $p$ produces the normal field $p(2z^2-r^2)/(r^2+z^2)^{5/2}$ at lateral distance $r$ and height difference $z$. A neighbour at the same height has $z=0$ and gives $-p/r^3$. Its image in the metal has reversed charges at mirrored heights, so it is a dipole pointing the same way. If the molecules sit a distance $d$ above the image plane, the image lies at $z=2d$ below them. Writing the total field as $-up$,

$$u(r)=\frac1{r^3}+\frac{r^2-8d^2}{(r^2+4d^2)^{5/2}} .$$

**Q:** The second term can be negative. Could the metal reverse the coupling?

**A:** Not in this point-dipole model. Put $t=4d^2/r^2$, so that

$$r^3u=1+\frac{1-2t}{(1+t)^{5/2}} .$$

The derivative of the fraction vanishes when $-2(1+t)-\tfrac52(1-2t)=0$, that is at $t=3/2$. There $r^3u=1-2/2.5^{5/2}=0.798$, its minimum, since the fraction tends to zero from below at large $t$. Thus $u>0$: neighbouring dipoles that point the same way oppose each other's field.

**Q:** Does a molecule not feel its own image too?

**A:** It does, with field $\beta p$, where $\beta=2/(2d)^3=1/(4d^3)$. From $F=E+\beta(eq+\alpha_eF)$ we get $F=(E+\beta eq)/(1-\beta\alpha_e)$. The force $eF$ then contains a rescaled charge $e/(1-\beta\alpha_e)$ and a reduced force constant $k-\beta e^2/(1-\beta\alpha_e)$. The dipole becomes $(eq+\alpha_eE)/(1-\beta\alpha_e)$, with the same rescaled charge. No mass appears in these changes, so they are common to both isotopes. I let $e,k,\alpha_e,\alpha_v,\omega_s$ denote the values of an isolated *adsorbed* molecule, with this effect included.

**Q:** Fine, but a repulsive coupling should weaken both bands equally. Why would their ratio change?

**A:** Let us solve it. Let species H (high frequency) and L (low frequency) occupy fractions $x_H+x_L=1$ of a regular lattice, mixed at random. In mean field every molecule feels the same local field,

$$F=E-U_0\sum_tx_tp_t,\qquad U_0=\sum_{j\ne i}u(r_{ij}).$$

Insert $p_t=eq_t+\alpha_eF$ and write $X=\sum_tx_tq_t$. Then $(1+\alpha_eU_0)F=E-U_0eX$, or

$$F=S(E-U_0eX),\qquad S=\frac1{1+\alpha_eU_0}.$$

The mean dipole is $\bar p=eX+\alpha_eF=(1-\alpha_eU_0S)eX+\alpha_eSE$. Since $1-\alpha_eU_0S=S$,

$$\bar p=S(eX+\alpha_eE).$$

The equation of motion of species $s$ is

$$(k-\mu_s\omega^2)q_s=eSE-e^2U_0S\,X .$$

Multiply it by $\sqrt{x_s/\mu_s}$ and define $Q_s=\sqrt{x_s\mu_s}\,q_s$ and $d_s=\sqrt{x_s}\,\omega_s$. Because $\sqrt{x_s/\mu_s}=d_s/\sqrt k$, we have $X=\sum_td_tQ_t/\sqrt k$, and

$$\sum_t(M_{st}-\omega^2\delta_{st})Q_t=\frac{eSE}{\sqrt k}d_s,\qquad
M_{st}=\omega_s^2\delta_{st}+Wd_sd_t,\qquad W=\alpha_vU_0S .$$

These are two coupled oscillators, one per species. The same numbers $d_s$ that couple them to each other also couple them to the light.

Let $M$ have unit eigenvectors $v_\pm$ and eigenvalues $\Omega_\pm^2$, with $+$ the upper. Expanding $Q$ in them gives

$$P=\alpha_eS+\alpha_vS^2\sum_{n=\pm}\frac{f_n}{\Omega_n^2-\omega^2},\qquad f_n=(d\cdot v_n)^2 .$$

With a common damping rate the denominators gain $-i\gamma\omega$, and the integral above gives the band areas $A_n=(\pi/2)\alpha_vS^2f_n$.

**Q:** So $S^2$ weakens both bands equally, as I said.

**A:** That part, yes. The eigenvectors are orthonormal, so $f_++f_-=|d|^2=G$, where $G=g_H+g_L$ and $g_s=x_s\omega_s^2$. At given $S$, the coupling between vibrations leaves the total area alone. How it divides the area depends on the eigenvectors.

The off-diagonal element $Wd_Hd_L$ is positive. In the upper mode the two components of $v_+$ therefore have the same sign and their dipoles add. In the lower mode they have opposite signs and partly cancel. The upper band gains what the lower one loses.

**Q:** Can you give the size without an approximation for weak coupling?

**A:** For a two-by-two matrix the projector on the upper eigenvector is $(M-\Omega_-^2)/R$, with $R=\Omega_+^2-\Omega_-^2$. Hence

$$f_+=\frac{d^{T}Md-\Omega_-^2G}{R},\qquad d^{T}Md=g_H\omega_H^2+g_L\omega_L^2+WG^2 .$$

Half the trace minus half the splitting gives $\Omega_-^2=\tfrac12(\omega_H^2+\omega_L^2+WG-R)$. With $\Delta=\omega_H^2-\omega_L^2$,

$$g_H\omega_H^2+g_L\omega_L^2-\tfrac12G(\omega_H^2+\omega_L^2)=\tfrac12(g_H-g_L)\Delta .$$

The $WG^2$ terms combine to $\tfrac12WG^2$, so the high band's share of the total area is

$$\sigma=\frac{f_+}{G}=\frac12\left[1+\frac{(g_H-g_L)\Delta+WG^2}{GR}\right].$$

The splitting follows from $R^2=(M_{HH}-M_{LL})^2+4M_{HL}^2$. Using $(g_H-g_L)^2+4g_Hg_L=G^2$,

$$R^2=\Delta^2+2\Delta W(g_H-g_L)+W^2G^2 .$$

**Q:** Does the share rise with coupling at every composition?

**A:** Call the numerator $N=(g_H-g_L)\Delta+WG^2$. Then $dN/dW=G^2$, and $dR^2/dW=2N$ means $dR/dW=N/R$. Therefore

$$\frac{d}{dW}\frac NR=\frac{G^2R^2-N^2}{R^3}.$$

In $G^2R^2-N^2$ the terms containing $W$ cancel, which leaves $\Delta^2[G^2-(g_H-g_L)^2]=4g_Hg_L\Delta^2$. So

$$\frac{d\sigma}{dW}=\frac{2g_Hg_L\Delta^2}{GR^3}>0$$

whenever both species are present and $\Delta\ne0$. As $U_0>0$ implies $W>0$, transfer in this model runs towards the higher band. A coupling of the opposite sign would send it down.

If instead the two isolated frequencies approach each other at fixed $W>0$, then $\Delta\to0$, $R\to WG$ and $\sigma\to1$. The lower band fades away although its molecules are still there.

**Q:** Put in numbers for my nitrogen layer.

**A:** I take rough values: a hexagonal lattice of spacing 0.47 nm, $d=0.12$ nm, $\alpha_e=2.0\times10^{-3}$ nm³ and $\alpha_v=1.0\times10^{-4}$ nm³. The lattice sum is $U_0=162.7$ nm⁻³, of which 106.3 comes from the molecules and 56.4 from their images. Then

$$S=\frac1{1+0.0020\times162.7}=0.7545,$$

$$W=1.0\times10^{-4}\times162.7\times0.7545=0.01228 .$$

For a 1:1 layer, measure squared frequencies in units of $\omega_H^2$. Then $\omega_L^2=0.9335$, $g_H=0.5000$, $g_L=0.4668$, $G=0.9668$ and $\Delta=0.0665$. The numerator is $N=0.0022+0.0115=0.0137$, and $R=0.0679$. This gives

$$\sigma=\tfrac12\left(1+\frac{0.0137}{0.9668\times0.0679}\right)=0.604 .$$

The area ratio is $0.604/0.396=1.53$, for equal populations. Without coupling the share would be 0.517.

**Q:** The bands must then be pushed far apart. I would notice that.

**A:** They are not. The coupled bands lie at 2207.3 and 2131.5 cm⁻¹, so their separation grows from 74.4 to only 75.8 cm⁻¹. For small $W$, perturbation theory gives $v_+\approx(1,\;Wd_Hd_L/\Delta)$ in the order H, L, so

$$f_+\approx g_H\left(1+\frac{Wg_L}{\Delta}\right)^2\approx g_H+\frac{2Wg_Hg_L}{\Delta}.$$

The area changes at first order in $W$, through interference between a large and a small amplitude. The mutual repulsion of the levels, $W^2g_Hg_L/\Delta$ in squared frequency, is of second order and amounts here to about 0.6 cm⁻¹ for each band. Both bands are shifted upwards by the diagonal terms $Wg_s$, the coupling of each species to itself; the repulsion adds a little to this shift in the upper band and takes a little from it in the lower. The first-order share is $0.517+0.089=0.606$, close to the full 0.604.

**Q:** And my spectrum with equal areas?

**A:** Set $\sigma=\tfrac12$. The numerator must vanish:

$$(g_L-g_H)\Delta=WG^2 .$$

With these parameters the solution is $x_H=0.395$. Your layer would be about 39% light and 61% heavy. Other compositions give:

| $x_H$ | population ratio | area ratio |
|---|---|---|
| 0.10 | 0.111 | 0.173 |
| 0.25 | 0.333 | 0.514 |
| 0.50 | 1.00 | 1.53 |
| 0.75 | 3.00 | 4.54 |
| 0.90 | 9.00 | 13.6 |

As a test, the mean-field dipole equations were also solved frequency by frequency with a very narrow line, and the absorption was integrated over each band. The 1:1 layer gave 1.527, against 1.526 from the formula.

**Q:** At least a trace species should be safe. Its molecules hardly meet one another.

**A:** They meet the majority, which is what matters. Let H be the trace, so $g_H\to0$ and $g_L\to\omega_L^2$. The majority level sits at $\omega_L^2(1+W)$, and the L component of $v_+$ is $Wd_H\omega_L/(\Delta-W\omega_L^2)$. Hence

$$d\cdot v_+=d_H\left[1+\frac{W\omega_L^2}{\Delta-W\omega_L^2}\right]=d_H\frac{\Delta}{\Delta-W\omega_L^2}.$$

The area per trace molecule is multiplied by the square of the last fraction, $(0.0665/0.0550)^2=1.46$. If L is the trace, the majority level lies above it and the H component of $v_-$ is $-Wd_L\omega_H/(\Delta+W\omega_H^2)$. The same steps give

$$\left(\frac{\Delta}{\Delta+W\omega_H^2}\right)^2=\left(\frac{0.0665}{0.0788}\right)^2=0.71 .$$

Both factors are relative to the same molecule at $W=0$ with $S$ held fixed. The first requires $\Delta>W\omega_L^2$. Near equality the trace level meets the majority band, the assumed small admixture is no longer small, and this expression fails. The full mean-field formula stays finite there, but for a dilute random layer it is only a rough guide.

**Q:** I am suspicious of the mean field. Do two actual molecules do this?

**A:** They do, more weakly. Put one H and one L at distance $r$, and let $a=\alpha_eu<1$. The local fields are $F_H=E-up_L$ and $F_L=E-up_H$. Their sum and difference separate:

$$F_H+F_L=\frac{2E-ue(q_H+q_L)}{1+a},\qquad F_H-F_L=\frac{ue(q_H-q_L)}{1-a}.$$

Half the sum of these two equations is

$$F_H=\frac{E}{1+a}+\frac{ue}{1-a^2}(a\,q_H-q_L),$$

and $F_L$ follows by exchanging labels. Insert them in the equations of motion and use $Q_s=\sqrt{\mu_s}\,q_s$. With $W_2=\alpha_vu/(1-a^2)$, the diagonal elements are $\omega_s^2(1-aW_2)$ and the off-diagonal one is $W_2\omega_H\omega_L$. In the earlier form,

$$M_{st}=\eta\,\omega_s^2\delta_{st}+W_2\omega_s\omega_t,\qquad \eta=1-(1+a)W_2=1-\frac{\alpha_vu}{1-a}.$$

The total dipole is $[e(q_H+q_L)+2\alpha_eE]/(1+a)$, so light again couples through $d_s=\omega_s$. For $\eta>0$, dividing $M$ by $\eta$ leaves its eigenvectors unchanged. The formula for $\sigma$ therefore holds with $g_s=\omega_s^2$ and $W\to W_2/\eta$.

At 0.47 nm, $u=12.21$ nm⁻³, $W_2=0.00122$ and $\eta=0.9987$. The area ratio is 1.15, compared with 1.07 uncoupled. Direct solution of the two dipole equations, followed by integration of the bands, also gave 1.150.

**Q:** Why is the layer so much stronger?

**A:** To first order the share shifts by $2Wg_Hg_L/(G\Delta)$. In a 1:1 layer each $g_s$ is half its pair value, so $W/2=0.0061$ is to be compared with $W_2=0.0012$: a factor of five. Many neighbours raise the coupling from 12.21 to 162.7 nm⁻³, half of them are of the other species, and electronic screening takes back about a quarter.

**Q:** A random layer is still not a uniform field.

**A:** True, so that was tested on periodic lattices of 400 molecules, each with its own local field. Ten random arrangements gave an average share of 0.606 at $x_H=0.5$ and 0.148 at $x_H=0.1$. The mean-field values are 0.604 and 0.147.

Mixing does matter. With the two species in alternating stripes ten molecular rows wide, the share fell to 0.546, an area ratio of 1.20. The first-order argument explains the direction: the transferred area is a sum over *unlike* pairs of their electronically screened coupling divided by $\Delta$, and wide stripes leave fewer unlike pairs close together. That sum gives 0.547 for these stripes; with the bare $u$ it would give 0.562. Order can also act the other way: alternating single rows give 0.620.

**Q:** How near is this to real nitrogen on a metal?

**A:** The regime is that of molecular nitrogen chemisorbed upright on ruthenium at low temperature, with a stretch roughly near 2200 cm⁻¹ and a spacing near 0.47 nm. The polarizabilities are rough inputs, not measured results. The chosen $\alpha_v$ corresponds to an effective charge of 0.93 elementary charges, and to leading order the shift in share is proportional to $\alpha_v$ at fixed $U_0$ and $\alpha_e$, so this is the number to determine for a real layer. Intimate mixing is an assumption that can fail, for instance if the isotopes are dosed one after the other and do not interdiffuse; the stripes show a move from 0.604 to 0.546. Tilted molecules or a second adsorption site would need a different model.

Three other changes matter less for these numbers, as long as the polarizabilities are held fixed. Each is made alone in the 1:1 layer:

- A linewidth of 8 cm⁻¹, with the areas divided at the valley, gives a share of 0.602.
- Image distances of 0.10 and 0.14 nm give 0.608 and 0.600 if $\alpha_e$ and $\alpha_v$ are held fixed. For a given molecule the self-image also changes these two constants, and the share then becomes 0.652 and 0.587, the first a shift comparable in size with that of the stripes.
- An anharmonic constant of 14 cm⁻¹, which moves the isolated heavy molecule to 2126.5 cm⁻¹, gives 0.605.

At 90 K the thermal excitation factor is about $10^{-15}$, and the retardation phase across one spacing is $6.5\times10^{-4}$ rad. At 80° incidence and with a linewidth of 8 cm⁻¹, the linear law predicts a peak loss of 1.86% for the stronger band, whereas a Fresnel calculation for a thin film on an ideal metal gives 1.84%. For an ideal metal, treating area as linear in absorption is thus good to about 1% of the signal at that peak. A real metal has a finite permittivity, which near grazing incidence reduces the surface field and shifts its phase. The bands then become somewhat asymmetric and their measured area ratio changes. For illustrative permittivities of $-448+264i$ and $-273+136i$, the share divided at the valley is 0.61–0.62 at 80° and 0.63–0.66 at 85°, depending also on the baseline, against 0.60 on an ideal metal. A quantitative fit at such angles should therefore include the metal's optical constants.

**Q:** What if the species are chemically different?

**A:** Give each its own $e_s$, $k_s$ and $\alpha_{e,s}$. If their dipoles sit at the same height above the image plane, the mean local field is still common to both, and the derivation goes through with the composition average of $\alpha_{e,s}$ in $S$ and with $d_s=\sqrt{x_s\alpha_{v,s}}\,\omega_s$, the factor $\alpha_v$ being dropped from $W$ and from the areas. Transfer is still upwards, but it starts from an uncoupled ratio $x_H\alpha_{v,H}\omega_H^2/(x_L\alpha_{v,L}\omega_L^2)$ that may be far from the population ratio. The net result can lie on either side of it. Chemical interactions may also make $\omega_s$ and $\alpha_{v,s}$ depend on composition.

**Q:** Then how do I get populations from my isotopic spectrum?

**A:** Determine $W$ and invert the formula for $\sigma$. At fixed full coverage, a pure light layer absorbs at $\Omega^2=\omega_H^2(1+W)$. In mean field, a trace of light molecules in a heavy layer absorbs at $\omega_H$, because both $Wg_H$ and the square of the off-diagonal element vanish with $x_H$. The chemical surroundings are the same in the two layers, so

$$W=\left(\frac{\Omega_{\rm pure}}{\omega_{\rm trace}}\right)^2-1 .$$

For the example the two frequencies differ by about 13.5 cm⁻¹. Beyond mean field the trace lines move slightly: on an explicit lattice of 900 molecules a single light molecule absorbs 0.06 cm⁻¹ below $\omega_H$ and a single heavy one 0.3 cm⁻¹ below $\omega_L$, which changes the inferred $W$ to 0.01233 and leaves the equal-area composition at 0.395. With $W$ and both trace-limit frequencies known, the measured share fixes $x_H$, provided the layer is well mixed, the bands are resolved and $\Delta>W\omega_L^2$, as here. For stronger coupling the share tends to 1 at both ends of the composition range, so two compositions can give the same share. In this example $W=0.01228$, and the trace-limit frequencies are 2200.0 and 2125.6 cm⁻¹.

**Q:** So equal areas told me about the shared modes of the layer, and I read them as a head count.

**A:** Yes. In the mean-field picture each band belongs to a single mode in which both species move, and its area is proportional to the square of a summed dipole. Your count left out the cross term in that square and, as a smaller correction here, the stronger absorption of the lighter molecule.

## Computed results

```
Lattice spacing: 0.47 nm; image distance: 0.12 nm
Electronic polarizability a_e: 2.0e-03 nm^3
Vibrational polarizability a_v: 1.0e-04 nm^3
Atomic masses: 14.00307 and 15.00011 u
Effective charge implied by a_v: 0.93 e
Isolated frequencies high, low: 2200.0, 2125.6 cm^-1
Minimum of r^3 u(r): 0.7976 (dimensionless)
Nearest-neighbour coupling u: 12.21 nm^-3
Lattice sum U0: 162.7 nm^-3
  direct part: 106.3; image part: 56.4 nm^-3
Screening factor S: 0.7545; S^2: 0.5692
Layer coupling W: 0.01228 (dimensionless)
Pair coupling W2: 0.001222; pair eta: 0.998748
Uncoupled 1:1 area ratio high/low: 1.071
Isolated pair area ratio, formula: 1.150
Isolated pair area ratio, spectrum: 1.150
1:1 layer frequencies high, low: 2207.3, 2131.5 cm^-1
High fraction | population ratio | area ratio formula | spectrum
  0.10 | 0.111 | 0.173 | 0.173
  0.25 | 0.333 | 0.514 | 0.515
  0.40 | 0.667 | 1.022 | 1.022
  0.50 | 1.000 | 1.526 | 1.527
  0.75 | 3.000 | 4.541 | 4.539
  0.90 | 9.000 | 13.566 | 13.542
1:1 layer high-band area share: 0.6042
  without coupling: 0.5172
  with a_e = 0: 0.6309
  with sign of W reversed: 0.4286
High fraction giving equal areas: 0.3948
Area factor per trace high molecule: 1.460
Area factor per trace low molecule: 0.713
Random lattice share, high fraction 0.5: 0.6056
Random lattice share, high fraction 0.1: 0.1475
  mean-field share, high fraction 0.1: 0.1473
Striped lattice share, high fraction 0.5: 0.5464
  stripe width: 10 molecular rows
Share with 8 cm^-1 linewidth, cut at valley: 0.6016
Share for image distance 0.10, 0.14 nm: 0.6083, 0.6003
Anharmonic constant: 14 cm^-1
  low frequency: 2126.5 cm^-1; share: 0.6050
Thermal excitation factor at 90 K: 1.7e-15
Retardation phase across one spacing: 6.5e-04 rad
Peak reflectance loss at 80 deg, linear: 1.858 %
Peak reflectance loss, Fresnel: 1.841 %
```
